# Spin factor for Coulomb scattering of electrons in first Born order: a program that tests the result

```python
# Result under test: in first Born order, for a static Coulomb potential
# V = -Z*alpha/r, the Dirac cross section summed over final spins equals the
# Klein-Gordon (spinless) one times 1 - beta^2 sin^2(theta/2), with
#   spinless = (Z alpha)^2 / (4 beta^2 p^2 sin^4(theta/2)).
# Units inside: hbar = c = electron mass = 1 (length: reduced Compton length).
# E: total energy, p: momentum, beta = p/E, theta: scattering angle,
# za = Z*alpha (positive for attraction), nu = za*E/p.
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import loggamma

ALPHA = const.fine_structure
REST_KEV = const.m_e * const.c**2 / const.e / 1e3
COMPTON = const.hbar / (const.m_e * const.c)
BARN = COMPTON**2 / 1e-28          # barn per squared reduced Compton length


def kinematics(kinetic_kev):
    energy = 1 + kinetic_kev / REST_KEV
    momentum = np.sqrt(energy**2 - 1)
    return energy, momentum, momentum / energy


def spinless_born(za, energy, theta):
    p = np.sqrt(energy**2 - 1)
    beta = p / energy
    return za**2 / (4 * beta**2 * p**2 * np.sin(theta / 2)**4)


def spin_factor(beta, theta):
    return 1 - beta**2 * np.sin(theta / 2)**2


# ---- free Dirac spinors by diagonalizing the Hamiltonian ----
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
ALPHAS = np.array([np.kron(PAULI[0], s) for s in PAULI])
SPINS = np.array([np.kron(np.eye(2), s) for s in PAULI])
MASS_MATRIX = np.kron(PAULI[2], np.eye(2))


def positive_spinors(direction, p):
    """Columns: negative and positive helicity, both of positive energy."""
    h = np.tensordot(p * direction, ALPHAS, 1) + MASS_MATRIX
    # helicity commutes with h; a small admixture only lifts the degeneracy
    h = h + 0.01 * np.tensordot(direction, SPINS, 1)
    return np.linalg.eigh(h)[1][:, 2:]


def overlap_matrix(p, theta):
    start = np.array([0.0, 0.0, 1.0])
    end = np.array([np.sin(theta) * np.cos(0.7),
                    np.sin(theta) * np.sin(0.7), np.cos(theta)])
    return positive_spinors(end, p).conj().T @ positive_spinors(start, p)


for p_test in (0.1, 0.655, 3.0, 20.0):
    e_test = np.sqrt(1 + p_test**2)
    for th in (0.4, 1.3, 2.2, 3.0):
        m = overlap_matrix(p_test, th)
        expected = spin_factor(p_test / e_test, th)
        # proportional to unity: no dependence on the initial spin
        assert np.allclose(m.conj().T @ m, expected * np.eye(2), atol=1e-11)
        w = abs(m)**2
        assert np.allclose(np.diag(w), np.cos(th / 2)**2, atol=1e-11)
        flip = np.sin(th / 2)**2 / e_test**2
        assert np.allclose([w[0, 1], w[1, 0]], flip, atol=1e-11)

# ---- Fourier transform of the Yukawa potential by quadrature ----
for mu in (0.5, 0.1):
    q_test = 1.3
    radial = quad(lambda r: np.exp(-mu * r), 0, np.inf,
                  weight='sin', wvar=q_test)[0]
    assert abs(4 * np.pi * radial / q_test
               - 4 * np.pi / (q_test**2 + mu**2)) < 1e-6


# ---- all-order Coulomb scattering by partial waves ----
def dirac_phase(kappa, za, energy):
    """exp(2 i delta) relative to the logarithmic Coulomb phase."""
    nu = za * energy / np.sqrt(energy**2 - 1)
    k = np.abs(kappa)
    gam = np.sqrt(k**2 - za**2)
    front = (k - 1j * np.sign(kappa) * nu / energy) / (gam - 1j * nu)
    gamma_arg = loggamma(gam + 1 + 1j * nu).imag
    return front * np.exp(-2j * gamma_arg + 1j * np.pi * za**2 / (k + gam))


def reduce_series(c, order):
    """Coefficients of (1-x) times a series in P_l^order(x)."""
    l = np.arange(len(c) - 1)
    below = np.concatenate(([0], c[:-2]))
    return (c[:-1] - (l - order) / (2 * l - 1) * below
            - (l + order + 1) / (2 * l + 3) * c[1:])


L = np.arange(300.0)


def dirac_full(za, energy, theta):
    p = np.sqrt(energy**2 - 1)
    upper = dirac_phase(-L - 1, za, energy)
    lower = np.concatenate(([1], dirac_phase(L[1:], za, energy)))
    a = (L + 1) * (upper - 1) + L * (lower - 1)
    b = lower - upper
    for _ in range(3):
        a, b = reduce_series(a, 0), reduce_series(b, 1)
    x = np.cos(theta)
    direct = leg.legval(x, a)
    flip = np.sin(theta) * leg.legval(x, leg.legder(b))
    return (abs(direct)**2 + abs(flip)**2) / (4 * p**2 * (1 - x)**6)


def spinless_full(za, energy, theta):
    p = np.sqrt(energy**2 - 1)
    nu = za * energy / p
    root = np.sqrt((L + 0.5)**2 - za**2)
    phase = np.exp(-2j * loggamma(root + 0.5 + 1j * nu).imag
                   + 1j * np.pi * za**2 / (L + 0.5 + root))
    a = (2 * L + 1) * (phase - 1)
    for _ in range(3):
        a = reduce_series(a, 0)
    x = np.cos(theta)
    return abs(leg.legval(x, a))**2 / (4 * p**2 * (1 - x)**6)


E, P, BETA = kinematics(100.0)

# Dirac phases against direct integration of the radial equations (gold).
# The remainder falls as 1/(p r); at p r = 2000 it is a few thousandths.
za_gold = 79 * ALPHA
nu_gold = za_gold * E / P
phase_error = 0.0
for kappa in (-1, 1, -2, 2):
    gam = np.sqrt(kappa**2 - za_gold**2)

    def radial_rhs(r, y, kappa=kappa):
        v = za_gold / r
        return [-kappa / r * y[0] + (E + 1 + v) * y[1],
                kappa / r * y[1] - (E - 1 + v) * y[0]]

    r_end = 2000 / P
    sol = solve_ivp(radial_rhs, (1e-5, r_end),
                    [1e-3, 1e-3 * (gam + kappa) / za_gold],
                    method='DOP853', rtol=1e-9, atol=1e-12, t_eval=[r_end])
    large, small = sol.y[:, -1]
    phi = np.arctan2(large * np.sqrt(E - 1), small * np.sqrt(E + 1))
    l_orb = kappa if kappa > 0 else -kappa - 1
    delta = (phi - P * r_end - nu_gold * np.log(2 * P * r_end)
             + l_orb * np.pi / 2)
    err = abs(np.exp(2j * delta) - dirac_phase(float(kappa), za_gold, E))
    phase_error = max(phase_error, err)
assert phase_error < 8e-3

# Weak-charge limit; averaging both signs of charge removes the odd term,
# so the remainder is of order za^2 = 1e-6 times a modest number.
limit_error = 0.0
for kev in (30.0, 100.0, 1000.0):
    e_test, p_test, b_test = kinematics(kev)
    for th in np.radians([40, 90, 140, 180]):
        born = spinless_born(1e-3, e_test, th)
        d = np.mean([dirac_full(s, e_test, th) for s in (1e-3, -1e-3)]) / born
        k = np.mean([spinless_full(s, e_test, th)
                     for s in (1e-3, -1e-3)]) / born
        limit_error = max(limit_error, abs(k - 1),
                          abs(d - spin_factor(b_test, th)))
assert limit_error < 5e-5

# ---- backward hemisphere: quadrature with numerical spinors ----
za_c = 6 * ALPHA
nodes, weights = leg.leggauss(30)
x_back = (nodes - 1) / 2
th_back = np.arccos(x_back)
w_back = np.pi * weights           # 2 pi times half the interval weight
back_spinless = np.sum(w_back * spinless_born(za_c, E, th_back))
numeric_factor = np.array([np.sum(abs(overlap_matrix(P, t))**2) / 2
                           for t in th_back])
back_dirac = np.sum(w_back * spinless_born(za_c, E, th_back) * numeric_factor)
assert abs(back_dirac / back_spinless - (1 - BETA**2 * np.log(2))) < 1e-9
assert abs(back_spinless / (np.pi * za_c**2 / (BETA * P)**2) - 1) < 1e-9
back_full = np.sum(w_back * dirac_full(za_c, E, th_back))

# ---- printed example ----
print("Beam kinetic energy: 100 keV; target: carbon nucleus, Z = 6")
print(f"Electron rest energy: {REST_KEV:.3f} keV")
print(f"Total energy / rest energy: {E:.5f}")
print(f"Momentum times c: {P * REST_KEV:.2f} keV")
print(f"beta: {BETA:.5f}   beta^2: {BETA**2:.5f}")
print(f"Z alpha / beta for carbon: {za_c / BETA:.4f}")
print(f"Spinless prefactor (value at 180 deg): "
      f"{spinless_born(za_c, E, np.pi) * BARN:.4f} barn/sr")
print("Angle (deg), spinless (barn/sr), factor, Dirac Born (barn/sr):")
for deg in (30, 60, 90, 120, 150, 180):
    th = np.radians(deg)
    s0, fac = spinless_born(za_c, E, th) * BARN, spin_factor(BETA, th)
    print(f"  {deg:3d}  {s0:10.3f}  {fac:.4f}  {s0 * fac:10.3f}")
w90 = abs(overlap_matrix(P, np.pi / 2))**2
print(f"Helicity weights at 90 deg: kept {w90[0, 0]:.4f}, "
      f"flipped {w90[1, 0]:.4f}")
print(f"Beyond 90 deg, spinless Born: {back_spinless * BARN:.3f} barn")
print(f"Beyond 90 deg, Dirac Born: {back_dirac * BARN:.3f} barn")
print(f"Beyond 90 deg, Dirac all orders: {back_full * BARN:.3f} barn")
print(f"Backward ratio Dirac/spinless, Born: {back_dirac/back_spinless:.4f}")
print("Beam energy (keV), beta^2, backward ratio 1 - beta^2 ln 2:")
for kev in (10, 30, 50, 100):
    b2 = kinematics(kev)[2]**2
    print(f"  {kev:3d}  {b2:.4f}  {1 - b2 * np.log(2):.4f}")

print("All-order Dirac / spinless Born at 100 keV, and excess over factor:")
excess90 = []
for name, z in (("carbon", 6), ("silicon", 14), ("gold", 79)):
    for deg in (90, 135, 180):
        th = np.radians(deg)
        ratio = dirac_full(z * ALPHA, E, th) / spinless_born(z * ALPHA, E, th)
        excess = ratio / spin_factor(BETA, th) - 1
        if deg == 90:
            excess90.append(excess)
        if z == 6:
            assert abs(excess) < 0.05
        print(f"  {name:7s} Z={z:2d} {deg:3d} deg: {ratio:.4f}, "
              f"{100 * excess:+.2f} %")
assert 0 < excess90[0] < excess90[1] < excess90[2]

mu_c = 6**(1 / 3) * ALPHA          # Z^(1/3)/a0 in these units
q90 = 2 * P * np.sin(np.pi / 4)
screen = (1 + (mu_c / q90)**2)**-2 - 1
print(f"Yukawa screening change at 90 deg, carbon: {100 * screen:.4f} %")
print(f"Largest weak-charge limit error: {limit_error:.1e}")
print(f"Largest radial phase-factor error, gold: {phase_error:.1e}")
print("checks complete")
```

Printed output:

```
Beam kinetic energy: 100 keV; target: carbon nucleus, Z = 6
Electron rest energy: 510.999 keV
Total energy / rest energy: 1.19570
Momentum times c: 334.96 keV
beta: 0.54822   beta^2: 0.30055
Z alpha / beta for carbon: 0.0799
Spinless prefactor (value at 180 deg): 5.5340 barn/sr
Angle (deg), spinless (barn/sr), factor, Dirac Born (barn/sr):
   30    1233.270  0.9799    1208.440
   60      88.545  0.9249      81.892
   90      22.136  0.8497      18.810
  120       9.838  0.7746       7.621
  150       6.357  0.7196       4.575
  180       5.534  0.6995       3.871
Helicity weights at 90 deg: kept 0.5000, flipped 0.3497
Beyond 90 deg, spinless Born: 69.543 barn
Beyond 90 deg, Dirac Born: 55.056 barn
Beyond 90 deg, Dirac all orders: 55.957 barn
Backward ratio Dirac/spinless, Born: 0.7917
Beam energy (keV), beta^2, backward ratio 1 - beta^2 ln 2:
   10  0.0380  0.9736
   30  0.1078  0.9253
   50  0.1703  0.8820
  100  0.3005  0.7917
All-order Dirac / spinless Born at 100 keV, and excess over factor:
  carbon  Z= 6  90 deg: 0.8682, +2.17 %
  carbon  Z= 6 135 deg: 0.7514, +1.07 %
  carbon  Z= 6 180 deg: 0.7019, +0.35 %
  silicon Z=14  90 deg: 0.9026, +6.22 %
  silicon Z=14 135 deg: 0.7719, +3.82 %
  silicon Z=14 180 deg: 0.7146, +2.16 %
  gold    Z=79  90 deg: 1.6335, +92.24 %
  gold    Z=79 135 deg: 1.8114, +143.64 %
  gold    Z=79 180 deg: 1.8426, +163.43 %
Yukawa screening change at 90 deg, carbon: -0.0409 %
Largest weak-charge limit error: 7.1e-06
Largest radial phase-factor error, gold: 2.6e-03
checks complete
```
